# Coulomb diamonds: from capacitances to the stability diagram and back: test program

```python
"""Coulomb diamonds of a dot with source, drain and gate capacitors.

Result under test (source at V, drain grounded, gate at VG, C = CS+CD+CG):
  edge slopes dV/dVG = -CG/CS and +CG/(CG+CD); lever arm alpha = CG/C;
  addition energy = e^2/C + orbital spacing = e*alpha*(gate peak spacing);
  diamond tips at |V| = addition energy / e.
These relations, with a thermal spin correction, recover CS, CD and CG
from a simulated current map.
Internal units: voltage mV, energy meV, charge e, capacitance e/mV.
"""
import numpy as np
from scipy import constants as const
from scipy.signal import find_peaks

AF = 1e-18 * 1e-3 / const.e              # one attofarad in e/mV
cap_aF = np.array([18.0, 24.0, 8.0])     # source, drain, gate
cap = cap_aF * AF
CS, CD, CG = cap
C = cap.sum()
alpha = CG / C
EC = 1.0 / C                             # e^2/C in meV
levels = np.array([0.0, 0.0, 0.9, 0.9, 2.1, 2.1])   # spin-orbitals, meV
T = 0.050                                # K
kT = const.k * T / const.e * 1e3         # meV
gamma = np.array([1e8, 3e8])             # tunnel rates, source and drain, 1/s
STEP = 0.005                             # gate step, mV
gate = np.arange(0.0, 110.0, STEP)


def tunnel_cost(n, lead, volts):
    """Electrostatic cost of n -> n+1 with the electron taken from a lead:
    change of stored energy minus work done by all voltage sources."""
    def network(number):
        phi = (-number + sum(c * v for c, v in zip(cap, volts))) / C
        charges = [c * (v - phi) for c, v in zip(cap, volts)]
        return charges, sum(q * q / (2 * c) for q, c in zip(charges, cap))
    q0, u0 = network(n)
    q1, u1 = network(n + 1)
    work = sum(v * (b - a) for v, a, b in zip(volts, q0, q1)) - volts[lead]
    return u1 - u0 - work


def current(vs, vd, vg):
    """Sequential current in pA; the dot relaxes between tunnel events."""
    log_p = [np.zeros_like(vg)]
    source_in, source_out = [], []
    for n in range(len(levels)):
        enter, leave = [], []
        for lead in (0, 1):
            x = (tunnel_cost(n, lead, (vs, vd, vg)) + levels[:, None]) / kT
            log_full = -np.logaddexp(0, x[n:])
            log_empty = -np.logaddexp(0, -x[:n + 1])
            enter.append(np.log(gamma[lead])
                         + np.logaddexp.reduce(log_full, axis=0))
            leave.append(np.log(gamma[lead])
                         + np.logaddexp.reduce(log_empty, axis=0))
        log_p.append(log_p[-1] + np.logaddexp(*enter) - np.logaddexp(*leave))
        source_in.append(enter[0])
        source_out.append(leave[0])
    log_p = np.array(log_p)
    log_p -= np.logaddexp.reduce(log_p, axis=0)
    flow = sum(np.exp(log_p[n] + source_in[n])
               - np.exp(log_p[n + 1] + source_out[n])
               for n in range(len(levels)))
    return -flow * const.e * 1e12


def edges(peak, bias, share):
    """Half-plateau gate voltages; share is the part of bias on the source."""
    vg = peak + np.arange(-800, 801) * STEP
    signal = np.abs(current(share * bias, -(1 - share) * bias, vg))
    mid = len(vg) // 2
    half = signal[mid] / 2
    i = np.where(signal[:mid] < half)[0][-1]
    j = mid + np.where(signal[mid:] < half)[0][0]
    low = vg[i] + STEP * (half - signal[i]) / (signal[i + 1] - signal[i])
    high = vg[j - 1] + STEP * (half - signal[j - 1]) / (signal[j] - signal[j - 1])
    return low, high


biases = np.array([0.2, 0.3, 0.4, 0.5, 0.6])     # mV


def inverse_slopes(peak, share):
    """|dVG/dV| of falling and rising edges, averaged over bias signs."""
    falling, rising, table = [], [], []
    for sign in (1, -1):
        v = sign * biases
        pts = np.array([edges(peak, b, share) for b in v])
        table += [(b, lo, hi) for b, (lo, hi) in zip(v, pts)]
        for column in (0, 1):
            slope = np.polyfit(v, pts[:, column], 1)[0]
            (falling if slope < 0 else rising).append(abs(slope))
    assert len(falling) == len(rising) == 2
    return np.mean(falling), np.mean(rising), table


def tip_bias(n, sign):
    """Largest |V| at which some gate voltage makes n electrons stable."""
    def stable(v):
        volts = (sign * v, 0.0, gate)
        ok = np.ones(len(gate), dtype=bool)
        for lead in (0, 1):
            ok &= tunnel_cost(n, lead, volts) + levels[n] > 0
            ok &= tunnel_cost(n - 1, lead, volts) + levels[n - 1] < 0
        return ok.any()
    lo, hi = 0.1, 10.0
    assert stable(lo) and not stable(hi)
    for _ in range(30):
        mid = (lo + hi) / 2
        lo, hi = (mid, hi) if stable(mid) else (lo, mid)
    return lo


# Closed electrochemical potential against energy and source-work bookkeeping
rng = np.random.default_rng(1)
for _ in range(50):
    volts = rng.uniform(-20, 20, 3)
    n = int(rng.integers(0, 6))
    for lead in (0, 1):
        mu = (n + 0.5) * EC - (cap @ volts) / C
        assert abs(tunnel_cost(n, lead, volts) - (mu + volts[lead])) < 1e-9

# Zero-bias conductance peaks, from a bias far below kT/e
v_small = 0.02 * kT
G = (current(v_small, 0.0, gate) - current(-v_small, 0.0, gate)) / (2 * v_small)
found = find_peaks(G, height=0.01 * G.max())[0]
assert len(found) == 5
peaks = []
for i in found:
    a, b, c = np.log(G[i - 1:i + 2])
    peaks.append(gate[i] + STEP * 0.5 * (a - c) / (a - 2 * b + c))
peaks = np.array(peaks)
spacing = np.diff(peaks)                 # valleys with N = 1, 2, 3, 4
thermal = kT * np.log(2) / alpha         # mV on the gate
spacing_T0 = np.array([1 / CG, 1 / CG + 0.9 / alpha,
                       1 / CG, 1 / CG + 1.2 / alpha])
parity = np.array([1, -1, 1, -1])
assert np.all(np.abs(spacing - spacing_T0 - parity * thermal) < 3e-4)

# Edge slopes for the first and third electron, and for symmetric bias
a_fit, b_fit, table = inverse_slopes(peaks[0], 1.0)
a_third, b_third, _ = inverse_slopes(peaks[2], 1.0)
a_sym, b_sym, _ = inverse_slopes(peaks[0], 0.5)
for a, b in ((a_fit, b_fit), (a_third, b_third)):
    assert abs(a - CS / CG) < 2e-3 and abs(b - (CG + CD) / CG) < 2e-3
assert abs(a_sym - (CS / CG + 0.5)) < 2e-3
assert abs(b_sym - (CD / CG + 0.5)) < 2e-3

# Inversion using only simulated data, temperature and e
alpha_fit = 1 / (a_fit + b_fit)
shift_fit = kT * np.log(2) / alpha_fit
corrected = spacing - parity * shift_fit
odd = (corrected[0] + corrected[2]) / 2
CG_fit = 1 / odd
CS_fit = a_fit * CG_fit
CD_fit = (b_fit - 1) * CG_fit
EC_fit = alpha_fit * odd
orbital_fit = alpha_fit * (corrected[[1, 3]] - odd)
assert np.allclose([CS_fit, CD_fit, CG_fit], cap, rtol=2e-3)
assert abs(EC_fit - EC) < 5e-3
assert np.allclose(orbital_fit, [0.9, 1.2], atol=3e-3)

# Tip heights from stability of the charge state, both bias signs
tips = {(n, s): tip_bias(n, s) for n in (1, 2) for s in (1, -1)}
for (n, s), tip in tips.items():
    assert abs(tip - (EC + levels[n] - levels[n - 1])) < 3e-3

# Current is blocked just inside the N = 1 tip and flows just outside it
valley = gate[(gate > peaks[0]) & (gate < peaks[1])]
inside = np.abs(current(0.97 * tips[1, 1], 0.0, valley)).min()
outside = np.abs(current(1.03 * tips[1, 1], 0.0, valley)).min()
unit_current = const.e * gamma[0] * 1e12
assert inside < 1e-3 * unit_current and outside > 0.1 * unit_current

print("INPUT")
print(f"C_S, C_D, C_G = {cap_aF[0]:.1f}, {cap_aF[1]:.1f}, {cap_aF[2]:.1f} aF")
print(f"total C = {C / AF:.1f} aF")
print(f"orbital energies = {levels[0]:.1f}, {levels[2]:.1f}, {levels[4]:.1f} meV")
print(f"T = {T * 1e3:.0f} mK, kT = {kT * 1e3:.3f} ueV")
print(f"source, drain rates = {gamma[0]:.1e}, {gamma[1]:.1e} 1/s")
print(f"hbar * drain rate = {const.hbar * gamma[1] / const.e * 1e6:.3f} ueV")
print("PREDICTED FROM INPUT")
print(f"slopes = {-CG / CS:.4f}, {CG / (CG + CD):+.4f} (mV/mV)")
print(f"lever arm alpha = {alpha:.4f}")
print(f"e^2/C = {EC:.4f} meV = {EC * const.e * 1e-3:.4e} J")
print(f"e/C_G = {1 / CG:.4f} mV")
print(f"thermal spacing shift kT ln2/(e alpha) = {thermal * 1e3:.2f} uV")
print("READ FROM SIMULATED MAP")
print("zero-bias peaks (mV):", " ".join(f"{p:.4f}" for p in peaks))
print("spacings N=1,2,3,4 (mV):", " ".join(f"{d:.4f}" for d in spacing))
print("first-electron edges: bias, lower VG, upper VG (mV)")
for bias, low, high in table:
    print(f"  {bias:+.1f}  {low:.4f}  {high:.4f}")
print(f"inverse slopes a, b = {a_fit:.4f}, {b_fit:.4f} (mV/mV)")
print(f"slopes = {-1 / a_fit:.4f}, {1 / b_fit:+.4f} (mV/mV)")
print(f"third-electron a, b = {a_third:.4f}, {b_third:.4f} (mV/mV)")
print("RECOVERED")
print(f"lever arm = {alpha_fit:.4f}")
print(f"thermal shift used = {shift_fit * 1e3:.2f} uV")
print("corrected spacings (mV):", " ".join(f"{d:.4f}" for d in corrected))
print(f"mean corrected odd spacing = {odd:.4f} mV")
print(f"C_G = {CG_fit / AF:.3f} aF")
print(f"C_S = {CS_fit / AF:.3f} aF")
print(f"C_D = {CD_fit / AF:.3f} aF")
print(f"e^2/C = {EC_fit:.4f} meV")
print(f"orbital spacings = {orbital_fit[0]:.4f}, {orbital_fit[1]:.4f} meV")
print("CHECKS AND PITFALLS")
for n in (1, 2):
    print(f"N={n} tips: +{tips[n, 1]:.3f}, -{tips[n, -1]:.3f} mV")
print(f"min current in N=1 valley, 3% inside tip = {inside:.2e} pA")
print(f"min current in N=1 valley, 3% outside tip = {outside:.2f} pA")
print(f"C_G wrongly taken from N=2 spacing = {1 / spacing[1] / AF:.3f} aF")
print(f"symmetric-bias a, b = {a_sym:.4f}, {b_sym:.4f} (mV/mV)")
print(f"symmetric-bias lever arm = {1 / (a_sym + b_sym):.4f}")
print(f"C_S with wrong bias convention = {a_sym * CG_fit / AF:.3f} aF")
print(f"C_D with wrong bias convention = {(b_sym - 1) * CG_fit / AF:.3f} aF")
print("PASS")
```

Printed output:

```
INPUT
C_S, C_D, C_G = 18.0, 24.0, 8.0 aF
total C = 50.0 aF
orbital energies = 0.0, 0.9, 2.1 meV
T = 50 mK, kT = 4.309 ueV
source, drain rates = 1.0e+08, 3.0e+08 1/s
hbar * drain rate = 0.197 ueV
PREDICTED FROM INPUT
slopes = -0.4444, +0.2500 (mV/mV)
lever arm alpha = 0.1600
e^2/C = 3.2044 meV = 5.1339e-22 J
e/C_G = 20.0272 mV
thermal spacing shift kT ln2/(e alpha) = 18.67 uV
READ FROM SIMULATED MAP
zero-bias peaks (mV): 10.0043 30.0501 55.6837 75.7296 103.2381
spacings N=1,2,3,4 (mV): 20.0459 25.6335 20.0459 27.5085
first-electron edges: bias, lower VG, upper VG (mV)
  +0.2  9.5485  10.8100
  +0.3  9.3235  11.2100
  +0.4  9.0985  11.6100
  +0.5  8.8735  12.0100
  +0.6  8.6485  12.4100
  -0.2  9.2076  10.4509
  -0.3  8.8076  10.6759
  -0.4  8.4076  10.9009
  -0.5  8.0076  11.1259
  -0.6  7.6076  11.3509
inverse slopes a, b = 2.2500, 4.0000 (mV/mV)
slopes = -0.4444, +0.2500 (mV/mV)
third-electron a, b = 2.2500, 4.0000 (mV/mV)
RECOVERED
lever arm = 0.1600
thermal shift used = 18.67 uV
corrected spacings (mV): 20.0272 25.6522 20.0272 27.5272
mean corrected odd spacing = 20.0272 mV
C_G = 8.000 aF
C_S = 18.000 aF
C_D = 24.000 aF
e^2/C = 3.2044 meV
orbital spacings = 0.9000, 1.2000 meV
CHECKS AND PITFALLS
N=1 tips: +3.204, -3.204 mV
N=2 tips: +4.104, -4.104 mV
min current in N=1 valley, 3% inside tip = 3.66e-04 pA
min current in N=1 valley, 3% outside tip = 14.79 pA
C_G wrongly taken from N=2 spacing = 6.250 aF
symmetric-bias a, b = 2.7500, 3.5000 (mV/mV)
symmetric-bias lever arm = 0.1600
C_S with wrong bias convention = 22.000 aF
C_D with wrong bias convention = 20.000 aF
PASS
```
